# Large-k expansion of the Schwartz integrand J(k) for the Bethe logarithm, part 1

(Sections cited here and not found follow in the second part.)

## A.1 The form fixed by dimensions and symmetry

Formulas are written in atomic units ($\hbar=m=e=1$). To count dimensions, set only $\hbar=m=1$ and let $Z$ stand for the product $Ze^2$. An energy then has the dimension of an inverse length squared, and $Z$, which enters through $-Z/r$, has the dimension of an inverse length. The function

$$J(k)=\sum_{i=x,y,z}\langle\partial_i\psi|(H-E+k)^{-1}|\partial_i\psi\rangle \tag{1}$$

is then dimensionless: two gradients give length$^{-2}$ and the resolvent gives length$^{+2}$. At large $k$ the resolvent acts over a distance $1/\mu$, with $\mu=\sqrt{2k}$, which is far smaller than the atom. Contributions to $J$ are of two kinds. Where the wave function is smooth on the scale $1/\mu$, the resolvent can be expanded in $(H-E)/k$, which gives integer powers $k^{-1},k^{-2},k^{-3},\dots$ multiplied by expectation values over the whole atom. Within a distance $1/\mu$ of the nucleus that expansion fails. For the leading terms from that region the only available quantities are the density at the nucleus $\rho_0$ (length$^{-3}$), $Z$ and $\mu$, and the dimensionless combinations linear in $\rho_0$ are

$$\rho_0Z^n\mu^{-(n+3)}:\qquad n=1:\ k^{-2},\quad n=2:\ k^{-5/2},\quad n=3:\ k^{-3},\quad n=4:\ k^{-7/2}.$$

This list fixes the nonanalytic terms only through $n=3$. At order $k^{-7/2}$ further local quantities enter, such as $\rho_0Z^2E\mu^{-7}$ and $\mathbf a^2Z^2\mu^{-7}$ with $\mathbf a$ the $l=1$ slope in (3), so that coefficient is not set by $\rho_0Z^4$ alone and need not vanish when $\rho_0=0$. The case $n=0$ would be a term $k^{-3/2}$ independent of the force. Translation symmetry excludes it: the gradient commutes with the kinetic energy, so everything beyond the $1/k$ term carries at least one factor of $\nabla V$, as (5) and (6) show explicitly. For even $n$ the power is a half-integer and, if the potential is smooth away from the nucleus, only the inner region can produce it. For odd $n$ the inner power coincides with a power from the outer region, and a logarithm appears if the outer expectation value diverges like $\int dr/r$ at the nucleus. This does not happen at $n=1$ and does happen at $n=3$. Rotational symmetry adds one fact: $\partial_i$ is a vector operator, so the part of $\psi$ that is nonzero at the nucleus, which has $l=0$, is carried into the $l=1$ channel, and through $n=3$ the inner problem is an $l=1$ radial problem.

The coefficients, derived in A.2 to A.7, are

$$J(k)=\frac{\langle P^2\rangle}{k}-\frac{D}{k^2}+\frac{c_1}{k^{5/2}}-\frac{c_2\ln k}{k^3}+\frac{c_3}{k^3}+O(k^{-7/2}),\tag{2}$$

$$c_1=4\sqrt2\,\pi\rho_0Z^2,\qquad c_2=4\pi\rho_0Z^3,\qquad c_3=C-4\pi\rho_0Z^3(2\gamma-1-\ln2),$$

with $\langle P^2\rangle=\int|\nabla\psi|^2$, $D=\tfrac12\langle\nabla^2V\rangle$, $\gamma$ the Euler constant and $C$ the finite part defined in (13). The terms do not all come from the cusp in the same sense. The $1/k$ term does not involve the nucleus. The $k^{-5/2}$ term needs the value of $\psi$ at the nucleus and the $1/r^2$ force. So does the $1/k^2$ term in a pure Coulomb potential; in a screened potential $D$ also contains the last integral of (6), which need not vanish when $\rho_0=0$. The logarithm is proportional to the slope of the cusp.

## A.2 Assumptions and the cusp

The nucleus is a point of infinite mass at the origin, and the dynamics is nonrelativistic. Sections A.2 to A.8 treat one electron with $H=T+V$, $T=-\tfrac12\nabla^2$, in a central potential that is smooth for $r>0$ and for which $V+Z/r$ is bounded and

$$\nabla V=\frac{Z\hat{\mathbf r}}{r^2}+O(1)\qquad(r\to0).$$

The absence of a $1/r$ term in the force matters, since such a term would add to the logarithm. Smoothness matters too: a step in $V$ at a finite radius makes the force a delta function there and adds a $k^{-5/2}$ term of its own. The state $\psi$ is a real, normalised, exact bound eigenfunction, $H\psi=E\psi$. Write $A=H-E$. The parameter $k$ is taken larger than $E-E_{\min}$, with $E_{\min}$ the ground-state energy, so that $A+k$ is positive and $J>0$. A convention with the resolvent $(E-H-k)^{-1}$ reverses the sign of every term in (2).

Near the origin expand $\psi$ in partial waves. The $l=0$ part starts as $\psi_0(1+br+\dots)$. Since $\nabla^2r=2/r$, the terms of order $1/r$ in $H\psi=E\psi$ are $-\tfrac12\cdot 2b\psi_0/r-Z\psi_0/r$, and no other term can cancel them, so $b=-Z$. The $l=1$ part starts as $\mathbf a\cdot\mathbf r$ with a constant vector $\mathbf a$, and higher $l$ start at $r^2$. Therefore

$$\psi=\psi_0(1-sr)+\mathbf a\cdot\mathbf r+O(r^2),\qquad s=Z,\qquad \rho_0=\psi_0^2.\tag{3}$$

The slope is given its own symbol $s$ so that it can be followed through the algebra. For the same purpose the charge in the Coulomb potential inside the resolvent is written $Z'$. For an eigenstate $s=Z'=Z$.

From (3), $\partial_i\psi=-s\psi_0\hat r_i+a_i+O(r)$: the gradient is bounded but depends on direction at the origin. Its own gradient behaves as $1/r$, which is square integrable in three dimensions, and $|\partial_i\psi|^2/r$ is integrable. So the expectation value of $A$ in $\partial_i\psi$ is finite.

## A.3 Exact separation of the first two terms

Differentiating $(H-E)\psi=0$ and using $\partial_i(V\psi)=V\partial_i\psi+(\partial_iV)\psi$ gives

$$A\,\partial_i\psi=-\phi_i,\qquad \phi_i=(\partial_iV)\psi.\tag{4}$$

The force $Zx_i/r^3$ is locally integrable, so no delta function enters (4). Near the origin $\phi_i\simeq Z\psi_0\hat r_i/r^2$, and $\int\phi^2\,d^3r\sim\int dr/r^2$ diverges when $\psi_0\neq0$.

In terms of the spectrum of $A$, with eigenvalues $\omega_n=E_n-E$ and weights $w_n=\sum_i|\langle n|\partial_i\psi\rangle|^2$ (the sum includes the continuum integral), $J=\sum_nw_n/(\omega_n+k)$. The moments $\sum w=\langle P^2\rangle$ and $\sum w\omega$ are finite by A.2, and $\sum w\omega^2=\langle\phi|\phi\rangle$ is infinite when $\psi_0\neq0$, so in that case the expansion in $\omega/k$ stops after two terms. The algebraic identity $1/(\omega+k)=1/k-\omega/[k(\omega+k)]$, inserted once more into its own last term, gives

$$\frac1{\omega+k}=\frac1k-\frac{\omega}{k^2}+\frac{\omega^2}{k^2(\omega+k)}.$$

Multiplying by $w_n$, summing, and using $\omega_n\langle n|\partial_i\psi\rangle=-\langle n|\phi_i\rangle$ from (4), whose two minus signs cancel in the square,

$$J=\frac{\langle P^2\rangle}{k}-\frac{D}{k^2}+\frac{W(k)}{k^2},\qquad W(k)=\sum_i\langle\phi_i|(A+k)^{-1}|\phi_i\rangle,\qquad D=\sum_nw_n\omega_n.\tag{5}$$

This is exact for every allowed $k$. $W$ is finite although $\langle\phi|\phi\rangle$ is not: $\omega^2/(\omega+k)$ grows only like $\omega$, and $\sum w\omega$ converges.

For $D$, (4) gives $D=\sum_i\langle\partial_i\psi|A|\partial_i\psi\rangle=-\int\psi\,\nabla\psi\cdot\nabla V=-\tfrac12\int\nabla V\cdot\nabla\psi^2$. Exclude a ball of radius $\epsilon$, whose contribution is $O(\epsilon)$ because the integrand is $O(r^{-2})$, and integrate by parts. The outward normal of the remaining region on the small sphere is $-\hat{\mathbf r}$, so

$$D=\tfrac12\int_{r>\epsilon}\psi^2\nabla^2V\,d^3r+\tfrac12\oint_{r=\epsilon}\psi^2\,\hat{\mathbf r}\cdot\nabla V\,dS\ \to\ 2\pi Z\rho_0+\tfrac12\int_{r>0}\psi^2\nabla^2V\,d^3r,\tag{6}$$

where the surface term is $\tfrac12\rho_0(Z/\epsilon^2)4\pi\epsilon^2$. For a pure Coulomb potential the last integral vanishes and $D=2\pi Z\rho_0$, the $n=1$ term of A.1. In that case $c_1=2\sqrt2\,ZD$ and $c_2=2Z^2D$ for every state.

## A.4 The free inner solution and the $k^{-5/2}$ term

It remains to expand $W$ through order $1/k$. Let $G=(A+k)^{-1}$, $G_0=(T+k)^{-1}$ and $U=V-E$, so that $A+k=T+k+U$. The identity $G=G_0-G_0UG$, used once more in its transposed form $G=G_0-GUG_0$ on the last factor, gives the exact relation $G=G_0-G_0UG_0+G_0UGUG_0$, and

$$W=\langle\phi|G_0|\phi\rangle-\langle G_0\phi|U|G_0\phi\rangle+\langle UG_0\phi|G|UG_0\phi\rangle,\tag{7}$$

with the sum over $i$ understood. Split the source into its most singular part and a rest,

$$\boldsymbol\phi=\boldsymbol\phi_0+\boldsymbol\delta,\qquad \boldsymbol\phi_0=\frac{Z\psi_0\hat{\mathbf r}}{r^2},\qquad \boldsymbol\delta=\frac{Z\hat{\mathbf r}}{r^2}\left(-s\psi_0r+\mathbf a\cdot\mathbf r\right)+O(1).\tag{8}$$

The rest is $O(1/r)$ at the origin and tends to $-\boldsymbol\phi_0=O(r^{-2})$ at infinity, so it is square integrable.

The free resolvent acts on $\boldsymbol\phi_0$ in closed form, because $\boldsymbol\phi_0=\psi_0\nabla(-Z/r)$ and $\nabla$ commutes with $G_0$. With $k=\mu^2/2$, the relations $\nabla^2(1/r)=-4\pi\delta^3(\mathbf r)$ and $\nabla^2(e^{-\mu r}/r)=\mu^2e^{-\mu r}/r-4\pi\delta^3(\mathbf r)$ give

$$(T+k)\frac1r=2\pi\delta^3(\mathbf r)+\frac kr,\qquad (T+k)\frac{e^{-\mu r}}r=2\pi\delta^3(\mathbf r).$$

In the difference the delta functions cancel, so $G_0(1/r)=(1-e^{-\mu r})/(kr)$. The radial derivative of $-(1-e^{-\mu r})/r$ is $(1-e^{-\mu r})/r^2-\mu e^{-\mu r}/r$, hence

$$\mathbf u_0\equiv G_0\boldsymbol\phi_0=\frac{\boldsymbol\phi_0}{k}f(\mu r),\qquad f(x)=1-e^{-x}(1+x).\tag{9}$$

The function $f$ has $f'=xe^{-x}$, behaves as $x^2/2$ at small $x$, and approaches 1 exponentially. It is the exact cutoff: outside $1/\mu$ the resolvent is $1/k$, and inside it removes two powers of $1/r$.

Define $\mathcal A=4\pi\rho_0Z^2$, so that $r^2\int d\Omega\,\boldsymbol\phi_0^2=\mathcal A/r^2$. Then, with $x=\mu r$,

$$\langle\phi_0|G_0|\phi_0\rangle=\frac{\mathcal A}{k}\int_0^\infty\frac{f(\mu r)}{r^2}dr=\frac{\mathcal A\mu}{k}I_1,\qquad I_1=\int_0^\infty\frac{f}{x^2}dx.$$

Integration by parts gives $I_1=[-f/x]_0^\infty+\int_0^\infty f'/x\,dx=0+\int_0^\infty e^{-x}dx=1$. Therefore

$$\langle\phi_0|G_0|\phi_0\rangle=\frac{\mathcal A\sqrt{2k}}{k},\tag{10}$$

and division by $k^2$ in (5) gives $c_1k^{-5/2}$ with $c_1=\sqrt2\mathcal A$. This is the divergent moment $\mathcal A\int dr/r^2$ cut off at $r=1/\mu$. It is positive and does not contain $s$.

## A.5 The cusp term and the logarithm

The rest of the first term of (7) is $2\langle\delta|u_0\rangle+\langle\delta|G_0|\delta\rangle$. Since $\boldsymbol\delta$ is square integrable, $k\langle\delta|G_0|\delta\rangle\to\langle\delta|\delta\rangle$; the correction is estimated in A.6 as $O(1/\mu)$. Using (9), the integrand of $k\,[2\langle\delta|u_0\rangle+\langle\delta|\delta\rangle/k]$ is

$$2\boldsymbol\delta\cdot\boldsymbol\phi_0f+\boldsymbol\delta^2=(2\boldsymbol\delta\cdot\boldsymbol\phi_0+\boldsymbol\delta^2)f+\boldsymbol\delta^2(1-f)=(\boldsymbol\phi^2-\boldsymbol\phi_0^2)f+\boldsymbol\delta^2(1-f).$$

In the last piece $r^2\boldsymbol\delta^2$ is bounded and $\int_0^\infty(1-f(\mu r))dr=\mu^{-1}\int_0^\infty e^{-x}(1+x)dx=2/\mu$, so it is $O(1/\mu)$ and is dropped.

For the first piece introduce the radial density of $\boldsymbol\phi^2$,

$$\Phi(r)=r^2\int d\Omega\,|\nabla V|^2\psi^2.$$

From (3), $\psi^2=\psi_0^2(1-2sr)+2\psi_0\,\mathbf a\cdot\mathbf r+O(r^2)$. The term linear in $\mathbf a$ is odd in $\hat{\mathbf r}$ and multiplies a spherically symmetric factor, so its angular integral is zero. With $|\nabla V|^2=Z^2r^{-4}[1+O(r^2)]$,

$$\Phi(r)=\frac{\mathcal A}{r^2}-\frac{2s\mathcal A}{r}+O(1).\tag{11}$$

The quantity needed is $S=\int_0^\infty(\Phi-\mathcal A/r^2)f(\mu r)dr$. Add and subtract a sharp step $\theta(r-\epsilon)$ placed at $\epsilon=1/\mu$:

$$S=\int_\epsilon^\infty\Big(\Phi-\frac{\mathcal A}{r^2}\Big)dr+\int_0^\infty\Big(\Phi-\frac{\mathcal A}{r^2}\Big)\big[f(\mu r)-\theta(\mu r-1)\big]dr.\tag{12}$$

By (11), $\int_\epsilon^\infty\Phi\,dr$ contains $\mathcal A/\epsilon$ and, from $-2s\mathcal A\int_\epsilon dr/r$, the term $+2s\mathcal A\ln\epsilon$. The finite part is defined by removing these:

$$C=\lim_{\epsilon\to0}\Big[\int_\epsilon^\infty\Phi\,dr-\frac{\mathcal A}{\epsilon}-2s\mathcal A\ln\epsilon\Big],\tag{13}$$

with $\epsilon$ in bohr, and the approach to the limit is $O(\epsilon)$. Since $\int_\epsilon^\infty\mathcal A\,dr/r^2=\mathcal A/\epsilon$, the first integral in (12) equals $C+2s\mathcal A\ln\epsilon+O(\epsilon)=C-2s\mathcal A\ln\mu+O(1/\mu)$.

In the second integral the bracket decays exponentially beyond $1/\mu$, so $\Phi-\mathcal A/r^2$ may be replaced by $-2s\mathcal A/r$, the bounded remainder contributing $O(1/\mu)$. The measure $dr/r=dx/x$ is scale free, and the integral is $-2s\mathcal A\,I_2$ with

$$I_2=\int_0^\infty\frac{f-\theta(x-1)}{x}dx=\int_0^1\frac{1-e^{-x}}xdx-\int_1^\infty\frac{e^{-x}}xdx-\int_0^\infty e^{-x}dx.$$

Integrating by parts against $\ln x$, whose boundary terms vanish at $0$, $1$ and $\infty$, the first integral is $-\int_0^1e^{-x}\ln x\,dx$ and the second is $+\int_1^\infty e^{-x}\ln x\,dx$. Their difference is $-\int_0^\infty e^{-x}\ln x\,dx=-\Gamma'(1)=\gamma$. The third integral is 1, so $I_2=\gamma-1$. Quadrature gives $-0.42278434$. Collecting,

$$2\langle\delta|u_0\rangle+\langle\delta|G_0|\delta\rangle=\frac1k\big[C-2s\mathcal A(\ln\mu+\gamma-1)\big]+O(k^{-3/2}).\tag{14}$$

The logarithm is the integral $\int dr/r$ running from $1/\mu$ up to the size of the orbital. Its coefficient is the $1/r$ term of (11), the product of the squared force and the linear fall of the density away from the nucleus. It is negative because the density falls. The upper end of the logarithm is contained in $C$, the only quantity at this order that depends on the wave function away from the nucleus.

## A.6 The Coulomb potential inside the resolvent, and the neglected terms

In the second term of (7) take first $G_0\phi\to u_0$ and $U\to-Z'/r$:

$$-\langle u_0|(-Z'/r)|u_0\rangle=\frac{Z'\mathcal A}{k^2}\int_0^\infty\frac{f^2(\mu r)}{r^3}dr=\frac{Z'\mathcal A\mu^2}{k^2}I_3=\frac{2Z'\mathcal A}{k}I_3 .$$

The integrand of $I_3=\int_0^\infty f^2x^{-3}dx$ is $x/4$ at small $x$ and $x^{-3}$ at large $x$. It converges at both ends, so this term is a pure power without a logarithm. By parts, $I_3=[-f^2/2x^2]_0^\infty+\int ff'x^{-2}dx=\int fe^{-x}x^{-1}dx$, and inserting $f$,

$$I_3=\int_0^\infty\frac{e^{-x}-e^{-2x}}{x}dx-\int_0^\infty e^{-2x}dx .$$

Writing $(e^{-x}-e^{-2x})/x=\int_1^2e^{-tx}dt$ and exchanging the integrals gives $\int_1^2dt/t=\ln2$. So $I_3=\ln2-\tfrac12$, which quadrature reproduces as $0.19314718$, and

$$-\langle u_0|(-Z'/r)|u_0\rangle=\frac{Z'\mathcal A(2\ln2-1)}{k}.\tag{15}$$

It is positive: attraction lowers the intermediate energies and enlarges the resolvent.

The remaining terms are estimated as follows.

1. The bounded part of $U$, namely $V+Z'/r-E$, contributes at most a constant times $\langle u_0|u_0\rangle=\mathcal A\mu k^{-2}\int f^2x^{-2}dx$, with a convergent integral. This is a bound of order $k^{-3/2}$.
2. In the third term of (7) with $G_0\phi\to u_0$, the norm of $G$ is at most $1/(k-E+E_{\min})$, and $\|u_0/r\|^2=\mathcal A\mu^3k^{-2}\int f^2x^{-4}dx$, again convergent at both ends. The term is bounded by a constant times $\mu^3/k^3\sim k^{-3/2}$.
3. Terms with $G_0\delta$ are estimated by scaling. For the $l=1$ part of (8), proportional to $\hat{\mathbf r}/r$, dimensions force $G_0(\hat{\mathbf r}/r)=\hat{\mathbf r}\,h(\mu r)/(kr)$. The radial function $w=r\cdot(1/r)=1$ has $-\tfrac12w''+w/r^2=1/r^2$, so $G_0\simeq1/k-T/k^2$ gives $h=1-1/(kr^2)+\dots=1-2/x^2+\dots$ at large $x$, and $h$ vanishes at small $x$. Then $\langle\delta|G_0|\delta\rangle-\langle\delta|\delta\rangle/k\propto(k\mu)^{-1}\int(h-1)dx$, which converges, giving the $O(k^{-3/2})$ used in (14). The cross term is $\langle G_0\delta|r^{-1}|u_0\rangle\propto\mu k^{-2}\int hfx^{-2}dx$, also $O(k^{-3/2})$. The term $\langle G_0\delta|r^{-1}|G_0\delta\rangle\propto k^{-2}\int h^2dr/r$ is $O(k^{-2}\ln k)$. In the third term of (7), replacing a factor $u_0$ by $G_0\delta$ costs a further factor $s/\mu$. The part of $\boldsymbol\delta$ built on $\mathbf a\cdot\mathbf r$ has the same $1/r$ strength and scales in the same way; its components $\hat r_i\,\mathbf a\cdot\hat{\mathbf r}$ contain $l=0$ and $l=2$ only, so they do not couple to $u_0$.

Items 1 and 2 are bounds; item 3 is power counting. The order $k^{-3/2}$ of the remainder of $W$ is confirmed for the hydrogenic 1s state analytically in A.8 and numerically in A.12.

## A.7 Assembly

Adding (10), (14) and (15), and using $2\ln\mu=\ln k+\ln2$,

$$kW=\mathcal A\big[\sqrt{2k}-s\ln k-s(\ln2+2\gamma-2)+Z'(2\ln2-1)\big]+C+O(k^{-1/2}).\tag{16}$$

For $s=Z'=Z$ the constants combine as $-Z(\ln2+2\gamma-2-2\ln2+1)=-Z(2\gamma-1-\ln2)$. Then $kW=c_1\sqrt k-c_2\ln k+c_3$ with $c_1=\sqrt2\mathcal A$, $c_2=Z\mathcal A$, $c_3=C-Z\mathcal A(2\gamma-1-\ln2)$, and (5) yields (2).

Both $\ln k$ and $c_3$ refer to atomic units. When $c_2\ne0$, the form $-c_2\ln k+c_3=-c_2\ln(k/k^*)$ with $k^*=e^{c_3/c_2}$ hartree removes that dependence, since $k^*$ is an energy that converts like any other.

To evaluate $C$, choose any matching radius $r_m$, add and subtract the two singular terms of (11) on $[\epsilon,r_m]$, where $\int\mathcal A\,dr/r^2=\mathcal A(1/\epsilon-1/r_m)$ and $\int2s\mathcal A\,dr/r=2s\mathcal A(\ln r_m-\ln\epsilon)$, and let $\epsilon\to0$:

$$C=\int_0^{r_m}\Big[\Phi-\frac{\mathcal A}{r^2}+\frac{2s\mathcal A}{r}\Big]dr+\int_{r_m}^\infty\Phi\,dr-\frac{\mathcal A}{r_m}-2s\mathcal A\ln r_m.\tag{17}$$

The first integrand is bounded but is a difference of large numbers near $r=0$. A Gauss–Legendre rule, whose nodes keep away from the endpoint, limits the rounding loss; a rule that crowds nodes exponentially toward $r=0$ amplifies it.

If $\rho_0=0$, as for any state with $l\geq1$, then $\mathcal A=0$, $c_1=c_2=0$, and $c_3=C=\langle|\nabla V|^2\rangle$ is an ordinary convergent expectation value. For pure Coulomb $D=0$ as well.

For one electron in a central potential, the coefficients of $J(k)$ have been derived through order $k^{-3}$, including the logarithm, with the size of the remainder resting partly on power counting. What remains is to check the result on the hydrogenic 1s state and numerically, to consider several electrons and the limits of the expansion, and to apply it to the Bethe logarithm of B$^{4+}$.
